The lower adiabatic barrier of two symmetric coupled wells

## The barrier and its disappearance

The height of a classical potential barrier cannot depend on the nuclear mass, on temperature, or on the unit in which the nuclear coordinate is measured. For two equal harmonic wells joined by a constant electronic coupling V, this leaves two energies: V itself and the reorganization energy L. Any barrier height B must therefore have the form

B = L f(V/L).

The sign of V is irrelevant. Reversing the sign of one basis state changes V into −V without changing the energies, so f depends on |V|/L alone. From here on V denotes the magnitude of a real coupling, with V ≥ 0. A second symmetry exchanges the two wells and reflects the coordinate about their midpoint. It requires the lower surface to be even about that point, so the midpoint is stationary whenever the surface is smooth there. Symmetry does not say whether the midpoint is a maximum or a minimum, and dimensions do not supply f. For both, the energy matrix is needed.

The two basis states are diabatic states: each keeps its electronic character as the nuclei move. In state 1 a charge sits on one site, and in state 2 it sits on the other. Let the nuclear coordinate be x, let both wells have stiffness k, and let their minima lie at −d/2 and +d/2. With the common minimum energy taken as zero,

U1 = ½k(x + d/2)²,

U2 = ½k(x − d/2)².

The reorganization energy is the energy of one diabatic state at the minimum of the other, measured from its own minimum. At x = d/2 the first well has the energy

L = U1(d/2) = ½kd².

We take L > 0. The unit of length can now be removed by setting x = yd/2. Then

U1 = ½k(d²/4)(1 + y)² = L(1 + y)²/4,

U2 = L(1 − y)²/4.

The diabatic minima are at y = −1 and y = +1. At y = 0 both energies equal L/4, which is the height of the diabatic crossing. The factor of four between L and this height arises because the crossing lies at half the distance between the minima, and the energy is quadratic in distance.

The half sum and half difference of the two energies are

(U1 + U2)/2 = L[(1 + 2y + y²) + (1 − 2y + y²)]/8 = L(1 + y²)/4,

(U1 − U2)/2 = L[(1 + 2y + y²) − (1 − 2y + y²)]/8 = Ly/2.

The quadratic terms cancel in the difference because the two stiffnesses are equal. Write g = Ly/2. In the basis of states 1 and 2, the electronic energy matrix is

H = [L(1 + y²)/4] I + [[g, V], [V, −g]],

where I is the unit matrix. Constant coupling means that V does not vary with y. The second matrix has zero trace and determinant −g² − V², so its eigenvalues are −R and +R, with

R = √(g² + V²) = √(L²y²/4 + V²).

The adiabatic surfaces, which are the eigenvalues of H at fixed nuclear position, are therefore

E₋(y) = L(1 + y²)/4 − R,

E₊(y) = L(1 + y²)/4 + R.

Their separation is 2R. It is smallest at y = 0, where it equals 2V. The coupling lowers the lower surface at the crossing by V, which is half of this separation.

The whole shape of the lower surface follows from completing a square. The definition of R gives L²y²/4 = R² − V², and division by L gives

Ly²/4 = (R² − V²)/L.

Substitution into E₋ removes y:

E₋ = L/4 + R²/L − V²/L − R.

The three terms without V form a perfect square, because

(R − L/2)²/L = R²/L − R + L/4.

Hence

E₋ = −V²/L + (R − L/2)²/L.

This form holds at every y. The first term is a constant and the second cannot be negative. The energy −V²/L is thus a lower bound on the surface, and it is reached if the coordinate can make R equal to L/2.

As y runs over the real line, R takes every value from V upwards. Suppose first that 0 < V < L/2. Then R = L/2 is attainable, and the condition reads

L²y²/4 + V² = L²/4.

Subtracting V² and multiplying by 4/L² gives

y² = 1 − 4V²/L².

There are two solutions, y = −y_m and y = +y_m, where

y_m = √(1 − 4V²/L²).

Both have the energy −V²/L, the lowest value of the surface. Between them R falls from L/2 at one minimum to V at the midpoint and rises again to L/2 at the other. The distance of R from L/2 is largest at the midpoint, so the top of the barrier lies at y = 0. Its energy is

E₋(0) = −V²/L + (V − L/2)²/L = L/4 − V.

The barrier measured from either adiabatic minimum is

B = E₋(0) − E₋(y_m) = (V − L/2)²/L.

Since V − L/2 = −(L − 2V)/2, its square is (L − 2V)²/4. Therefore

B = (L − 2V)²/(4L), for 0 < V < L/2.

The function left open by the dimensional argument is f = (1 − 2V/L)²/4. Expanding the barrier gives

B = L/4 − V + V²/L.

The three terms have separate meanings. The first is the diabatic crossing height. The second is the lowering of the barrier top. The third appears because the wells are lowered too, and a barrier is a difference of two energies. If the energy is measured from the uncoupled minima instead, the top lies at L/4 − V; that number is smaller than the adiabatic barrier by V²/L.

The lowering of the wells can be compared with ordinary perturbation theory. At y = 1 the vertical separation of the diabatic energies is L, so second-order perturbation theory gives −V²/L. The full eigenvalue at that fixed position is

E₋(1) = L/2 − √(L²/4 + V²) = −V²/L + V⁴/L³ + terms of order V⁶/L⁵.

The minimum, however, is not at y = 1. The slope there is approximately V²/L and the curvature is approximately L/2, so relaxation to the true minimum gains approximately

½(V²/L)²/(L/2) = V⁴/L³.

This cancels the fourth-order term. The completed square shows that the cancellation continues through all higher terms: after relaxation the energy is −V²/L throughout the two-well range.

The derivatives give the same stationary points and supply the curvatures. Since dR/dy = L²y/(4R),

E₋′ = Ly/2 − L²y/(4R) = (L/2)y[1 − L/(2R)].

This vanishes at y = 0 and wherever R = L/2. To differentiate again, use

d(y/R)/dy = 1/R − (y/R²)L²y/(4R) = (R² − L²y²/4)/R³ = V²/R³.

The second derivative is then

E₋″ = L/2 − L²V²/(4R³).

At the midpoint R = V, and

E₋″(0) = L/2 − L²/(4V).

This is negative for 0 < V < L/2, as a barrier top requires. At the minima R = L/2, so R³ = L³/8 and

E₋″(±y_m) = L/2 − 2V²/L = (L/2)(1 − 4V²/L²).

This is positive in the same range.

The position of a minimum also tells how the charge is shared. Let c1 and c2 be the real components of the lower electronic state. The first row of its eigenvalue equation is

(g + R)c1 + Vc2 = 0.

It gives c2²/c1² = (R + g)²/V². Because V² = R² − g² = (R − g)(R + g), this ratio equals (R + g)/(R − g). Normalization to c1² + c2² = 1 then gives

c1² = (R − g)/(2R),

c2² = (R + g)/(2R).

The difference of the two site weights is

c2² − c1² = g/R = Ly/(2R).

The derivative found above can now be written as

E₋′ = (L/2)[y − (c2² − c1²)].

At a stationary point the nuclear displacement y equals the charge difference. This is a balance between two tendencies. Displaced nuclei favour one site, and charge on that site holds the nuclei in their displaced position. The coupling favours a shared charge. When V < L/2 the feedback between charge and displacement can sustain two localized solutions. Their charge difference has magnitude y_m, which decreases as the coupling grows.

Now let V ≥ L/2. Every available R satisfies R ≥ V ≥ L/2, so R − L/2 is never negative. It increases as |y| increases, and so does its square. The lower surface consequently has one minimum, at y = 0, and no maximum. In that minimum g = 0, so each site carries half of the charge. There is no barrier to measure:

B = 0, for V ≥ L/2.

The expression (L − 2V)²/(4L) becomes positive again if V is inserted beyond L/2, but it is then no longer a barrier. The completed square shows what it measures: the height of the single minimum above the level −V²/L, which the surface no longer reaches. The condition V < L/2 is therefore part of the result.

The barrier reaches zero with zero slope, although its second derivative jumps from 2/L to zero at the threshold and y_m closes as the square root of L/2 − V. For V below L/2,

dB/dV = −1 + 2V/L,

which tends to zero as V tends to L/2. The barrier vanishes as the square of the remaining distance L/2 − V. The two minima move together at the same time, since y_m tends to zero. At the threshold itself R = (L/2)√(1 + y²), and the completed square gives

E₋(y) − E₋(0) = (L/4)[√(1 + y²) − 1]².

For small y the bracket is y²/2 to leading order. Hence

E₋(y) − E₋(0) ≈ Ly⁴/16, at V = L/2.

The quadratic restoring force has disappeared, but the quartic term still confines the coordinate. For any larger coupling the curvature L/2 − L²/(4V) at the midpoint is positive, and the bottom is quadratic again.

The opposite limit is V = 0. Then R = L|y|/2 and

E₋ = L(1 + y²)/4 − L|y|/2 = L(1 − |y|)²/4.

The barrier is L/4, in agreement with the formula, but its top is a cusp and has no second derivative. A small coupling rounds the cusp over the range in which V is comparable with L|y|/2, that is, for |y| up to about 2V/L. The limit concerns the shape of the lower surface. It does not say that nuclei follow this surface when V is very small. With V strictly zero the charge cannot change site at all, whatever the height of the barrier.

The formula was compared with a numerical search that diagonalized the two-state matrix and located the minima and maxima of its lower eigenvalue. The search used L = 0.7, 2.0 and 3.1 eV. For each L the signed ratio of coupling to L took the values 0.03, −0.1, 0.25, −0.4, 0.45, 0.5, 0.6 and −0.9. These cases include both signs and both sides of the threshold. The largest absolute difference between the searched barrier and the stated result was 4 × 10⁻¹⁶ eV, which is the level of rounding error.

With L held at 2 eV, the searched barrier is 0.50 eV at V = 0, 0.32 eV at V = 0.2 eV, 0.18 eV at 0.4 eV, 0.08 eV at 0.6 eV and 0.02 eV at 0.8 eV. It is zero at 1.0 eV and remains zero at 1.2 eV. The successive decreases become smaller, as the derivative requires: the first 0.2 eV of coupling removes 0.18 eV of barrier, while the last 0.2 eV before the threshold removes 0.02 eV.

The disappearance of B is a statement about the classical potential. Quantum nuclei have zero-point energy, so a very low barrier may fail to hold a localized vibrational state even though B is still positive. The coupling at which localization is lost in a quantum description can then lie below L/2. The value L/2 marks the change of the potential from two wells to one.

## Many modes and a hole hop in silicon dioxide

In what follows L is the reorganization energy, V is the magnitude of the constant coupling, and y is the coordinate with diabatic minima at −1 and +1. The lower surface is E₋ = L(1 + y²)/4 − R, with R = √(L²y²/4 + V²). For 0 < V < L/2 its minima lie at ±y_m, where y_m = √(1 − 4V²/L²), and its barrier is B = (L − 2V)²/(4L).

A charge in a solid displaces many atoms, so a single coordinate needs justification. Suppose that both diabatic states have the same stiffness matrix. In coordinates x_i that diagonalize it, with positive stiffnesses k_i and displacements d_i between the minima,

U1 = ½Σk_i(x_i + d_i/2)²,

U2 = ½Σk_i(x_i − d_i/2)².

Define scaled coordinates q_i = x_i√(k_i/2) and a vector D with components D_i = d_i√(k_i/2). Then

U1 = |q + D/2|²,

U2 = |q − D/2|².

At the minimum of state 2, q = D/2, so U1 = |D|². The total reorganization energy is therefore

L = |D|² = ½Σk_i d_i².

Split q into a part along D and a part p perpendicular to it: q = yD/2 + p. The cross terms vanish because p·D = 0, and

U1 = L(1 + y)²/4 + |p|²,

U2 = L(1 − y)²/4 + |p|².

The perpendicular displacement adds the same energy to both states. The lower surface becomes E₋(y) + |p|², and its minima have p = 0. Any continuous path from one well to the other must pass through y = 0, where its energy is at least L/4 − V. The straight path with p = 0 attains this value. The barrier is thus the same as for one mode, provided that L includes every displaced mode.

A numerical search with three modes gives the same result. The stiffnesses were 0.8, 1.7 and 3.2 eV, with dimensionless displacements 0.9, −0.6 and 0.5. They give L = 1.030 eV, and V was set to 0.12L = 0.1236 eV. The difference between the lowest energy on the crossing plane and the energy of the well was 0.1487 eV. The formula gives (1.030 − 0.2472)²/(4 × 1.030) = 0.1487 eV.

Consider now a hole that moves between two neighbouring oxygen sites in silicon dioxide near a silicon interface. The model takes L = 2 eV, V = 0.2 eV, a phonon energy of 0.05 eV, a site distance of 0.26 nm and a temperature of 400 K. The threshold coupling is L/2 = 1 eV, so the model lies well inside the two-well range. The minima are at

y_m = √(1 − 4 × 0.2²/2²) = √0.96 = 0.980.

Their energy is −0.2²/2 = −0.02 eV, and the top is at 2/4 − 0.2 = 0.30 eV. The barrier is

B = (2 − 0.4)²/(4 × 2) = 0.32 eV = 320 meV.

At 400 K the thermal energy k_BT is 0.0345 eV, and exp(−B/k_BT) is 9.3 × 10⁻⁵. With the crossing height of 0.5 eV in place of B, the exponential would be 5.0 × 10⁻⁷. The ratio of these exponentials is not a ratio of rates, because hopping at vanishing V is not governed by the lower surface. Omitting the lowering of the wells would give a barrier of 0.30 eV and an exponential larger by a factor of 1.79 at the same temperature.

To judge whether classical motion over this barrier is adequate, the nuclei need a mass. Let ω be the angular frequency of a diabatic well and M the effective mass for y. Equating L(1 + y)²/4 with ½Mω²(1 + y)² gives

M = L/(2ω²).

An adiabatic well has squared frequency E₋″(y_m)/M. Its curvature is (L/2)(1 − 4V²/L²), so

ω_m = ω√(1 − 4V²/L²).

At the top, the curvature L/2 − L²/(4V) is negative. Its magnitude defines the barrier frequency ω_b:

ω_b² = [L²/(4V) − L/2]/M = ω²[L/(2V) − 1].

For the example, ħω_m = 0.05 × 0.980 = 0.049 eV and ħω_b = 0.05 × √(5 − 1) = 0.10 eV. The barrier frequency is twice the diabatic well frequency because the small coupling leaves a sharply curved top.

Tunnelling is measured by the probability P(E) that a nuclear wave of energy E crosses the barrier. Energies are measured here from the well bottom. The one-way thermal flux is proportional to the integral of P(E)exp(−E/k_BT) over E. In classical mechanics P is zero below B and one above it, so the integral is k_BT exp(−B/k_BT). The quantum flux divided by the classical flux is

χ = ∫P(E) exp[(B − E)/k_BT] dE/k_BT.

Near its top the barrier is an inverted parabola, for which P can be found in closed form. With s = y√(Mω_b/ħ) and ε = (E − B)/(ħω_b), the Schrödinger equation is

ψ″ + (s² + 2ε)ψ = 0.

Far to the right, the transmitted wave is T exp(is²/2)s^(iε − 1/2). Two differentiations confirm that this satisfies the equation to leading order at large s. Far to the left, the same expression describes the reflected wave, since its phase then moves away from the barrier. The two are connected by following s through a large half circle in the upper complex plane. The wave decays in the first quadrant and is the dominant wave in the second, so its coefficient is retained. Replacing s by |s|exp(iπ) multiplies its magnitude by exp(−πε). The reflected intensity is therefore exp(−2πε) times the transmitted intensity. Since both must add up to the incident intensity,

P = 1/[1 + exp(−2πε)].

Put z = (B − E)/k_BT and b = 2πk_BT/(ħω_b). Extending the energy range far below the top, where the integrand is negligible in this example, gives

χ = ∫exp(z)/[1 + exp(bz)] dz = (π/b)/sin(π/b), for b > 1.

The integral follows from a rectangle of height 2π/b in the complex plane. Its upper side reproduces the integrand multiplied by exp(2πi/b), and it encloses one pole, at z = iπ/b, with residue −exp(iπ/b)/b. Because π/b = ħω_b/(2k_BT), the parabolic factor is

χ = [ħω_b/(2k_BT)]/sin[ħω_b/(2k_BT)].

It is 1.46 here. The condition b > 1 means that T must exceed ħω_b/(2πk_B), which is 185 K. Below that temperature the integral for an unlimited parabola diverges, and the actual shape of the barrier must be used.

The actual shape was also treated numerically at 400 K, by solving the wave equation across E₋ between its two minima with a flat potential outside them. This gives χ = 1.47. The close agreement with the parabola belongs to these parameters and does not show that the top is parabolic over a wide range.

The quantum well also differs from the classical one. Its harmonic levels give the partition function

Σexp[−(n + ½)u] = 1/[2 sinh(u/2)], with u = ħω_m/(k_BT),

where n = 0, 1, 2 and so on. The classical value is 1/u. The rate is the flux divided by the partition function, so it acquires the factor 2 sinh(u/2)/u, which is 1.09. For motion on the lower surface alone, the two nuclear corrections together multiply the classical rate by about 1.6 at 400 K. This estimate assumes one effective frequency and a thermal population in the starting well. It is reduced by the change of the electronic state at the crossing, which is treated next.

The hole must also follow the lower surface as the nuclei pass the crossing. If they pass quickly, it can stay in its original diabatic state. For a constant nuclear speed, let U1 − U2 = αt with α > 0. The amplitudes then obey

iħ dc1/dt = (αt/2)c1 + Vc2,

iħ dc2/dt = Vc1 − (αt/2)c2.

Differentiating the first equation and eliminating c2 gives

d²c1/dt² + [α²t²/4 + V² + iħα/2]c1/ħ² = 0.

With s = t√(α/(2ħ)), this is the parabolic equation above with ε = V²/(ħα) + i/2. A hole that starts in state 1 has the amplitude exp(−is²/2)|s|^(−iν) at early times, where ν = V²/(ħα). The other wave is absent, because it would require a nonzero c2. Following s from the negative to the positive axis through the upper half plane, where this wave first decays and then dominates, multiplies its magnitude by exp(−πν). The probability of remaining in state 1, and so of missing the lower surface, is

p = exp(−2πV²/(ħα)).

This is the Landau–Zener formula. For kinetic energy K at the crossing, ½M(dy/dt)² = K gives a speed |dy/dt| = 2ω√(K/L). Since U1 − U2 = Ly, α = L|dy/dt| = 2ω√(LK), and

p = exp[−πV²/(ħω√(LK))].

Averaging over a thermal flux, in which K has the weight exp(−K/k_BT)/k_BT, gives a missed fraction of 7 × 10⁻⁴. This number is not the error of the adiabatic rate. The formula assumes constant speed, and the average comes mostly from kinetic energies near 0.1 eV, whereas the upper surface lies 0.4 eV above the lower one at the crossing.

A larger correction comes from the turning of the electronic state as the nuclei move. Write its components as c1 = cos θ and c2 = −sin θ. Since c2² − c1² = Ly/(2R) and 2|c1c2| = V/R, differentiation gives |dθ/dy| = LV/(4R²), which is L/(4V) at the top. The nuclear kinetic energy acts on this change too and adds (ħ²/2M)(dθ/dy)² to the lower surface. At the top the addition is

ħ²ω²L/(16V²) = 0.0078 eV.

This is small beside the barrier but not beside k_BT. Solving the wave equation for both coupled states, with the same flat ends as before, gives χ = 1.22 instead of 1.47. Adding the extra energy to the lower surface alone gives 1.24, so it accounts for most of the reduction; the rest comes from the coupling to the upper surface. The total nuclear factor is then about 1.3 instead of 1.6. For V = 0.2 eV at 400 K, the lower surface alone thus overestimates the rate by about 20%. The added energy grows as 1/V² when the coupling falls, and the adiabatic description fails for a sufficiently small coupling.

An electric field can remove the equality of the wells. If state 2 is lowered by an energy Δ relative to state 1, the half difference of the diabatic energies becomes (Ly + Δ)/2. With the mean energy held fixed, the first-order change of the lower surface is

δE₋ = −ΔLy/(4R).

It vanishes at y = 0. At the minima, where R = L/2, it is −Δy/2. The movement of the stationary points affects their energies only from second order in Δ onwards. To first order, the two barriers are therefore

B_down ≈ B − Δy_m/2,

B_up ≈ B + Δy_m/2.

For a hop along an oxide field of 5 MV/cm, with this field taken as the one acting on the pair, Δ is 5 × 10⁸ V/m × 0.26 × 10⁻⁹ m × e = 0.13 eV. The linear estimates are 0.256 eV and 0.384 eV. A search on the biased surface gives 0.259 eV and 0.386 eV. Both lie about 0.003 eV above the linear values. Reversing the bias exchanges the two barriers, so this common shift is the part even in Δ. At fixed temperature, the downhill exponential is 5.9 times that of the unbiased barrier.

The coupling may also vary as the atoms move. If it is V at the crossing but falls as V(1 − y²/2), it is halved at y = ±1. The top is unchanged, while the wells are lowered by about 0.1²/2 = 0.005 eV instead of 0.02 eV. The searched barrier is 0.305 eV, which is 0.015 eV below the constant-coupling result.

The parameters are rough typical values for a localized hole in the oxide and were not calculated for a particular defect. The site distance is close to the spacing of neighbouring oxygen atoms in silicon dioxide. The field is high for continuous use but below the rough breakdown field of a good thermal oxide, about 10 MV/cm. The values of L and V are the least certain, since they depend on the local structure. The assumption most plainly broken in a real device is the equality of the sites, because the oxide is amorphous and usually carries a field. A site difference of 0.13 eV moves the barrier by about 0.06 eV in either direction, more than the varying coupling does in this example. The barrier of 0.32 eV is accordingly a property of the symmetric model and not a measured activation energy. Nor does it describe capture from silicon into an oxide trap, where the charge comes from a continuum of band states and the coupling is usually much weaker.

Computed values

```
Largest barrier error in search tests: 3.7e-16 eV
Three-mode L: 1.03000 eV
Three-mode V: 0.12360 eV
Three-mode searched barrier: 0.14873 eV
Example L: 2.000 eV
Example V: 0.200 eV
Diabatic phonon energy: 0.050 eV
Site distance: 0.26 nm
Oxide field: 5.0 MV/cm
Temperature: 400 K
Thermal energy kT: 0.03447 eV
Diabatic crossing energy L/4: 0.5000 eV
Threshold coupling L/2: 1.0000 eV
Adiabatic minima at y = +/-: 0.97980 (dimensionless)
Energy at adiabatic minima: -0.02000 eV
Energy at barrier top: 0.30000 eV
Adiabatic barrier: 0.32000 eV
Adiabatic barrier, converted: 320.0 meV
Adiabatic gap at crossing 2V: 0.400 eV
exp(-barrier/kT): 9.293e-05 (dimensionless)
exp(-(L/4)/kT): 5.015e-07 (dimensionless)
Factor from omitted well lowering: 1.786 (dimensionless)
Scan V = 0.0 eV: searched barrier = 0.50000 eV
Scan V = 0.2 eV: searched barrier = 0.32000 eV
Scan V = 0.4 eV: searched barrier = 0.18000 eV
Scan V = 0.6 eV: searched barrier = 0.08000 eV
Scan V = 0.8 eV: searched barrier = 0.02000 eV
Scan V = 1.0 eV: searched barrier = 0.00000 eV
Scan V = 1.2 eV: searched barrier = 0.00000 eV
Curvature at top: -4.0000 eV per y^2
Curvature at wells: 0.9600 eV per y^2
Well vibrational quantum: 0.04899 eV
Barrier-frequency quantum: 0.10000 eV
Parabolic crossover temperature: 184.7 K
Parabolic tunnelling factor: 1.461 (dimensionless)
Numerical transmission factor: 1.468 (dimensionless)
Well zero-point factor: 1.086 (dimensionless)
Combined nuclear quantum factor: 1.595 (dimensionless)
Landau-Zener missed fraction: 7.20e-04 (dimensionless)
Bias for hop along field: 0.1300 eV
Downhill barrier with bias: 0.25905 eV
Uphill barrier with bias: 0.38641 eV
Downhill Boltzmann gain: 5.861 (dimensionless)
Barrier, coupling halved at y=+/-1: 0.30532 eV
```
